# Bruggeman mixture of metal and insulator: physical root and percolation threshold

## Problem

A composite consists of metal grains, with volume fraction $f$, and insulator grains, with volume fraction $1-f$. The arrangement is random and isotropic in $d\ge 2$ dimensions. The grains are large enough to have the local permittivities $\varepsilon_m$ and $\varepsilon_i$ of the bulk materials, but much smaller than the wavelength and the skin depth, so the fields inside and around them are quasi-static. Fields vary as $e^{-i\omega t}$ with $\omega>0$. The metal absorbs, $\operatorname{Im}\varepsilon_m>0$, and the insulator is lossless, with $\varepsilon_i$ real and positive.

In Bruggeman's approximation each grain is a sphere embedded in a uniform medium that has the unknown permittivity $\varepsilon$ of the composite. Let a field $E$ along $x$ act on a sphere of radius $a$ and permittivity $\varepsilon_j$. The potentials are

$$\phi_{\rm in}=-E_jx,\qquad \phi_{\rm out}=-Ex+\frac{p\,x}{r^d}.$$

The dipole term satisfies Laplace's equation. With $g=r^{-d}$,

$$\nabla^2(xg)=2\partial_xg+x\nabla^2g=(-2d+2d)\,x\,r^{-d-2}=0,$$

because $\nabla^2g=g''+(d-1)g'/r=[d(d+1)-d(d-1)]\,r^{-d-2}$. Continuity of the potential and of the normal displacement at $r=a$ gives

$$E_j=E-\frac{p}{a^d},\qquad \varepsilon_jE_j=\varepsilon\left[E+(d-1)\frac{p}{a^d}\right].$$

Inserting $p/a^d=E-E_j$ into the second equation yields $\varepsilon_jE_j=\varepsilon[dE-(d-1)E_j]$, so

$$E_j=\frac{d\,\varepsilon}{\varepsilon_j+(d-1)\varepsilon}\,E. \tag{1}$$

The medium is fixed by requiring that the average displacement equal $\varepsilon$ times the average field, $\sum_jf_j(\varepsilon_j-\varepsilon)E_j=0$. Division by $d\varepsilon E$ gives the Bruggeman condition

$$f\,\frac{\varepsilon_m-\varepsilon}{\varepsilon_m+(d-1)\varepsilon}+(1-f)\,\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+(d-1)\varepsilon}=0. \tag{2}$$

**(a)** Solve (2) and decide which root is physical when $\varepsilon_m$ is complex.

**(b)** In the static limit $|\varepsilon_m|\to\infty$. At which metal fraction does the composite begin to conduct, and what does its permittivity do there?

**(c)** Evaluate the results for $d=3$, $\varepsilon_i=2$ and a model Drude metal, in Hartree atomic units,

$$\varepsilon_m=1-\frac{\omega_p^2}{\omega(\omega+i\gamma)},\qquad \omega_p=0.3,\quad \gamma=0.01.$$

## First estimate by scaling

Let $|\varepsilon_m|$ be very large and suppose that $\varepsilon$ stays finite and positive. The quotient that multiplies $f$ in (2) then tends to 1, and the condition becomes

$$f+(1-f)\,\frac{\varepsilon_i-\varepsilon}{\varepsilon_i+(d-1)\varepsilon}=0.$$

As $\varepsilon$ grows from zero to infinity, the quotient falls from $1$ to $-1/(d-1)$. The insulator can therefore balance the metal only while $f<(1-f)/(d-1)$, that is, while $df<1$. This suggests a threshold at $f=1/d$.

Close to it, define $\delta=df-1$ and assume $\varepsilon_i\ll|\varepsilon|\ll|\varepsilon_m|$. The two quotients in (2) are then, to first order in the small ratios,

$$1-\frac{d\,\varepsilon}{\varepsilon_m},\qquad -\frac{1}{d-1}+\frac{d\,\varepsilon_i}{(d-1)^2\varepsilon}.$$

Their constant parts add up to $f-(1-f)/(d-1)=\delta/(d-1)$. Dropping positive factors that depend on $d$ alone leaves

$$\delta-\frac{\varepsilon}{\varepsilon_m}+\frac{\varepsilon_i}{\varepsilon}\sim0.$$

Balancing two terms at a time gives three regimes:

- for $\delta<0$, $\varepsilon\sim\varepsilon_i/|\delta|$;
- for $\delta=0$, $\varepsilon\sim\sqrt{\varepsilon_m\varepsilon_i}$;
- for $\delta>0$, $\varepsilon\sim\delta\,\varepsilon_m$.

The third term of the balance matches the second when $\delta^2\sim\varepsilon_i/|\varepsilon_m|$, which estimates the width of the crossover. For either sign of $\delta$ both outer balances exist algebraically. Here the one with a positive static permittivity, or with positive metallic loss, was taken. That choice still needs a proof, and the numerical factors are missing.

## Exact solution

### The quadratic equation

Multiplying (2) by both denominators gives

$$f(\varepsilon_m-\varepsilon)[\varepsilon_i+(d-1)\varepsilon]+(1-f)(\varepsilon_i-\varepsilon)[\varepsilon_m+(d-1)\varepsilon]=0.$$

For $0<f<1$ this adds no roots: where one denominator vanishes, one product remains, and it is nonzero because $\varepsilon_m\ne\varepsilon_i$. Now collect powers of $\varepsilon$. The quadratic terms sum to $-(d-1)\varepsilon^2$ and the constant terms to $\varepsilon_m\varepsilon_i$. In the linear term, $\varepsilon_m$ has the coefficient $f(d-1)-(1-f)=df-1$, and $\varepsilon_i$ has $(1-f)(d-1)-f=d-1-df$. Hence

$$(d-1)\varepsilon^2-b\,\varepsilon-\varepsilon_m\varepsilon_i=0,\qquad b=(df-1)\varepsilon_m+(d-1-df)\varepsilon_i, \tag{3}$$

$$\varepsilon=\frac{b+s}{2(d-1)},\qquad s^2=b^2+4(d-1)\varepsilon_m\varepsilon_i. \tag{4}$$

The two signs of $s$ give the two roots.

### Which root is physical

The power absorbed per volume, averaged over a period, is

$$\frac{1}{8\pi}\operatorname{Re}\left[E^*(-i\omega\varepsilon E)\right]=\frac{\omega}{8\pi}\operatorname{Im}\varepsilon\,|E|^2 .$$

A composite of passive materials cannot emit net power, so $\operatorname{Im}\varepsilon\ge0$. This selects a root if exactly one of them lies in the upper half-plane, which is shown in two steps.

First, no root is real for $0<f<1$. Sort the negative of (3) by $\varepsilon_m$:

$$\varepsilon_mA+B=0,\qquad A=(df-1)\varepsilon+\varepsilon_i,\qquad B=-(d-1)\varepsilon^2+(d-1-df)\varepsilon_i\varepsilon.$$

If $\varepsilon$ were real, $A$ and $B$ would be real. The imaginary part, $A\operatorname{Im}\varepsilon_m=0$, would require $A=0$, and then $B=0$ as well. But $B$ vanishes only at $\varepsilon=0$, where $A=\varepsilon_i$, and at $\varepsilon=(d-1-df)\varepsilon_i/(d-1)$. The identity

$$(df-1)(d-1-df)+(d-1)=d^2f(1-f) \tag{5}$$

follows by multiplying out, and it gives at the second point

$$A=\varepsilon_i\,\frac{d^2f(1-f)}{d-1}>0.$$

So $A$ and $B$ never vanish together.

Second, count the roots. The leading coefficient $d-1$ is nonzero, so the roots stay finite and move continuously as $f$ varies at fixed $\varepsilon_m$. They cannot cross the real axis, and the number above it is the same for all $0<f<1$. At $f=1/d$, $b=(d-2)\varepsilon_i$ is real. The sum of the roots, $b/(d-1)$, is then real, so their nonzero imaginary parts are opposite. One root lies above the axis and one below.

The physical root minus the other one is $s/(d-1)$, which must have a positive imaginary part. The rule for (4) is therefore

$$\boxed{\operatorname{Im}s>0}$$

The end points agree with this choice. At $f=0$ equation (3) factorizes as $(\varepsilon-\varepsilon_i)[(d-1)\varepsilon+\varepsilon_m]=0$. The root $-\varepsilon_m/(d-1)$ is in the lower half-plane, so the physical one tends to $\varepsilon_i$. At $f=1$ the factors are $(\varepsilon-\varepsilon_m)[(d-1)\varepsilon+\varepsilon_i]$, and the physical root is $\varepsilon_m$.

Numerical libraries return the principal square root, whose real part is not negative. Its imaginary part has the sign of $\operatorname{Im}s^2$, so using it in (4) gives the wrong root when $\operatorname{Im}s^2<0$. From (3) and (4),

$$\operatorname{Im}s^2=2\operatorname{Re}b\,(df-1)\operatorname{Im}\varepsilon_m+4(d-1)\varepsilon_i\operatorname{Im}\varepsilon_m .$$

Inserting $\operatorname{Re}b$ and using (5) turns this into

$$\operatorname{Im}s^2=2\operatorname{Im}\varepsilon_m\left\{(df-1)^2\operatorname{Re}\varepsilon_m+\varepsilon_i\left[d^2f(1-f)+d-1\right]\right\}.$$

The principal root misleads when

$$(df-1)^2\operatorname{Re}\varepsilon_m<-\varepsilon_i\left[d^2f(1-f)+d-1\right]. \tag{6}$$

This happens for a sufficiently negative $\operatorname{Re}\varepsilon_m$ on either side of $f=1/d$, but not at $f=1/d$ itself.

### Static limit below the threshold

Separating real and imaginary parts of the Drude formula gives

$$\varepsilon_m=1-\frac{\omega_p^2}{\omega^2+\gamma^2}+\frac{i\gamma\omega_p^2}{\omega(\omega^2+\gamma^2)}\;\longrightarrow\;1-\frac{\omega_p^2}{\gamma^2}+\frac{4\pi i\sigma}{\omega},\qquad \sigma=\frac{\omega_p^2}{4\pi\gamma}. \tag{7}$$

Here $\sigma$ is the dc conductivity. Dividing $\varepsilon_mA+B=0$ by $\varepsilon_m\to\infty$ shows that a root which stays finite must satisfy $A=0$:

$$\varepsilon\to\frac{\varepsilon_i}{1-df}. \tag{8}$$

The other root follows from the sum $b/(d-1)$. Subtracting (8) and combining the terms in $\varepsilon_i$ with (5) gives

$$\varepsilon\to\frac{df-1}{d-1}\,\varepsilon_m+\frac{d^2f(1-f)}{(d-1)(df-1)}\,\varepsilon_i. \tag{9}$$

For $f<1/d$ the coefficient of $\varepsilon_m$ is negative. Root (9) has a negative imaginary part and is rejected, so (8) is physical. Its conductivity, $\lim_{\omega\to0}\omega\operatorname{Im}\varepsilon/4\pi$, is zero, and its permittivity diverges as $f\to1/d$ from below.

The displacement shows where the divergence comes from. Since $d\varepsilon=[\varepsilon_j+(d-1)\varepsilon]-(\varepsilon_j-\varepsilon)$, equations (1) and (2) give $\sum_jf_jE_j=E$. Below the threshold, where $\varepsilon$ stays finite, the field in the metal vanishes in the static limit, so the insulator contributes $(1-f)\varepsilon_iE_i=\varepsilon_iE$ to the mean displacement. By (1), the displacement inside a metal grain tends to $\varepsilon_mE_m=d\varepsilon E$. The average is

$$\varepsilon E=\varepsilon_iE+df\,\varepsilon E.$$

The metal grains thus carry a share $df$ of the total displacement. The share reaches one at $f=1/d$, and no finite $\varepsilon$ can then satisfy the balance.

### Above and at the threshold

For $f>1/d$ root (9) has the positive imaginary part. With (7), the composite has the dc conductivity

$$\sigma_{\rm eff}=\sigma\,\frac{df-1}{d-1}. \tag{10}$$

It starts from zero at $f=1/d$ and rises linearly. The full $\varepsilon$ now diverges as $1/\omega$ at any such $f$, so a static permittivity can only mean its finite real part,

$$\operatorname{Re}\varepsilon\to\frac{df-1}{d-1}\left(1-\frac{\omega_p^2}{\gamma^2}\right)+\frac{d^2f(1-f)}{(d-1)(df-1)}\,\varepsilon_i. \tag{11}$$

As $f\to1/d$, $d^2f(1-f)\to d-1$. The second term becomes $\varepsilon_i/(df-1)$, which diverges with the same amplitude as (8) does from below.

At $f=1/d$, equation (4) has $b=(d-2)\varepsilon_i$, and for large $|\varepsilon_m|$

$$\varepsilon\simeq\sqrt{\frac{\varepsilon_m\varepsilon_i}{d-1}}. \tag{12}$$

With $\varepsilon_m\simeq4\pi i\sigma/\omega$ this grows as $\omega^{-1/2}$ with a phase of $45^\circ$. Since $\omega\operatorname{Im}\varepsilon\to0$, the dc conductivity still vanishes at the threshold.

The static forms (8) and (9) need $b^2$ to dominate $s^2$. With $b\simeq(df-1)\varepsilon_m$ this means

$$(df-1)^2|\varepsilon_m|\gg4(d-1)\varepsilon_i. \tag{13}$$

At any nonzero frequency the divergence is therefore rounded off.

### Numbers at an optical frequency

At $\omega=0.05$ a.u. (1.36 eV), $\omega^2+\gamma^2=0.0026$, and (7) before the limit gives

$$\varepsilon_m=1-\frac{0.09}{0.0026}+i\,\frac{0.0009}{0.05\times0.0026}=-33.615+6.923i .$$

For $f=0.1$, $df-1=-0.7$ and $d-1-df=1.7$, so

$$b=-0.7\,\varepsilon_m+3.4=26.93-4.85i,$$

$$s^2=b^2+16\,\varepsilon_m=163.9-150.3i .$$

The principal square root is $13.90-5.41i$. Its imaginary part is negative, so the sign must be reversed:

$$\varepsilon=\frac{26.93-4.85i-13.90+5.41i}{4}=3.26+0.14i .$$

The unreversed sign would give $10.21-2.56i$, a medium with gain. Four fractions compare as follows.

| $f$ | physical root | rejected root | principal root |
|---|---|---|---|
| 0.1 | $3.26+0.14i$ | $10.21-2.56i$ | wrong |
| 0.2 | $4.22+3.51i$ | $3.91-4.89i$ | right |
| 1/3 | $1.10+5.81i$ | $-0.10-5.81i$ | right |
| 0.6 | $-9.97+3.09i$ | $-3.27-0.32i$ | wrong |

Criterion (6) explains the last column. The principal root fails for $\operatorname{Re}\varepsilon_m$ below $-11.5$ at $f=0.1$, below $-43.0$ at $f=0.2$ and below $-13.0$ at $f=0.6$. The sign of $\operatorname{Re}\varepsilon$ is no substitute for the rule: both roots have a positive real part at $f=0.1$, and both have a negative one at $f=0.6$.

The grain sizes for which these numbers apply are restricted. For free electrons of density $\omega_p^2/4\pi$, the mean free path $v_F/\gamma$ is about 3 nm, and the skin depth $c/(\omega\operatorname{Im}\sqrt{\varepsilon_m})$ is about 25 nm. Surface scattering, modelled by $\gamma\to\gamma+v_F/a$ with $a=10$ nm, changes the physical roots at $f=0.1$ and $f=0.6$ to $3.24+0.18i$ and $-9.64+3.94i$. At that radius the diameter is also close to the skin depth, so retardation matters too. Replacing the quasi-static quotients in (2) by the electric-dipole Mie coefficients, at the bulk $\gamma$, moves the same two roots to $3.30+0.16i$ and $-9.33+2.96i$. At this radius, then, each correction alone moves the $f=0.6$ root by about 0.7 to 0.9. Since $v_F/\gamma$ grows as $1/\gamma$, a metal with ten times smaller damping has a mean free path of about 32 nm, above the skin depth, and the window closes.

### Numbers near zero frequency

At $\omega=10^{-9}$ a.u., $\varepsilon_m=-899+9.0\times10^9i$. Below the threshold the real permittivity is 2.857, 5.000, 20.00 and 200.0 at $f=0.10$, 0.20, 0.30 and 0.33, in agreement with $2/(1-3f)$.

Above it, the metal conductivity $\sigma=0.09/(4\pi\times0.01)=0.716$ a.u. and (10) give $\sigma_{\rm eff}=0.1\times0.716=0.0716$ a.u. at $f=0.40$, or $3.3\times10^5$ S/m. The real part (11) has two competing terms:

$$f=0.34:\quad -8.99+100.98=91.99,$$

$$f=0.40:\quad -89.9+10.8=-79.1 .$$

The positive divergence is thus visible only close to the threshold. Farther above it, the inertia of the Drude electrons, which makes $\operatorname{Re}\varepsilon_m$ negative, prevails.

## Comparison of estimate and solution

The estimate gives the threshold $1/d$ and all three power laws correctly. The factors it dropped follow from (8), (12) and (9): they are $1$ below the threshold, $1/\sqrt{d-1}$ at it and $1/(d-1)$ above it. For $d=3$ near zero frequency:

| quantity | estimate | solution |
|---|---|---|
| $\operatorname{Re}\varepsilon$, $f=0.30$ | 20 | 20.0 |
| $\lvert\varepsilon\rvert$, $f=1/3$ | $1.34\times10^5$ | $0.95\times10^5$ |
| $\sigma_{\rm eff}$ (a.u.), $f=0.40$ | 0.143 | 0.0716 |

The middle row uses $\sqrt{2\times9.0\times10^9}$ for the estimate and the computed $\varepsilon=67083+67082i$ for the solution.

The width of the crossover depends on how it is defined. The estimate set the third term equal to the second and gave $|\delta|\sim\sqrt{\varepsilon_i/|\varepsilon_m|}$. Equating the magnitudes of (8) and of the leading term of (9) adds the factor $\sqrt{d-1}$, 1.4 in three dimensions. Condition (13) compares the two parts of $s^2$ instead and carries a further factor 2, about 2.8 in total. At the optical frequency $|\varepsilon_m|=34.3$, so the estimate and (13) give 0.24 and 0.68. For $f=0.2$, $|\delta|=0.4$ lies outside the first and inside the second. The two-term balance $\varepsilon_i/|\delta|$ gives a lossless $\varepsilon\approx5$ there, while the solution is $4.2+3.5i$; all three terms of the estimate together give $6.2+3.5i$. This loss does not scale with $\operatorname{Im}\varepsilon_m$: for a real $\varepsilon_m=-33.6$, $s^2$ is negative for $\delta$ between about $-0.6$ and $0.7$, and $f=0.2$ gives $4.1+4.1i$. At low frequency the crossover is narrow: for $f=0.30$ the solution is already $20.01+0.85i$ at $\omega=10^{-3}$ a.u.

Both results share the limits of condition (2), which replaces the surroundings of every grain by their average. The threshold $1/d$ and the power laws found here belong to this mean-field model and need not hold for a given microstructure. A simple cubic network of randomly occupied metal sites already conducts at $f=0.32$, yet reaches only about $0.03\,\sigma$ at $f=0.40$, where (10) gives $0.1\,\sigma$. This value is for a resistor network with one node per site. Resolving the same sites as solid cubes on a mesh three times finer raises it by about 30%, still well below $0.1\,\sigma$. If every metal grain carries an insulating coat too thick for tunnelling, no dc path exists however densely the grains are packed, although (10) predicts conduction above $1/d$. The model treats both constituents alike, as grains in a common medium, and a coated structure violates that assumption.

The numerical check compares the closed form with numerically computed roots of (2) for random parameters in two, three and four dimensions, and follows the physical root from pure insulator to pure metal.

## Computed results

```
dimension d = 3, threshold 1/d = 0.3333
plasma frequency = 0.3 a.u., damping = 0.01 a.u.
insulator permittivity = 2.0
metal dc conductivity = 0.7162 a.u.
random cases: 3000, principal root wrong in 1154
optical frequency = 0.05 a.u. = 1.361 eV
metal permittivity there = -33.615+6.923j
f, physical root, rejected root, principal root wrong?
  0.1000  3.258+0.140j  10.207-2.563j  yes
  0.2000  4.216+3.506j  3.907-4.890j  no
  0.3333  1.096+5.807j  -0.096-5.807j  no
  0.6000  -9.975+3.088j  -3.271-0.319j  yes
near-static frequency = 1e-09 a.u.
metal there: Re = -899.00, Im = 9.000e+09
below threshold: f, Re permittivity, ei/(1-d f)
  0.10  2.857  2.857
  0.20  5.000  5.000
  0.30  20.000  20.000
  0.33  200.000  200.000
above threshold: f, Re permittivity, dc conductivity (a.u.)
  0.34  91.990  0.00716
  0.40  -79.100  0.07162
  0.60  -356.900  0.28648
conductivity at f = 0.40 in SI = 3.294e+05 S/m
frequency (a.u.), permittivity at f = 1/3, and at f = 0.30
  1e-03  64.00+70.16j  20.011+0.847j
  1e-05  670.99+671.16j  20.000+0.008j
  1e-07  6708.67+6708.24j  20.000+0.000j
  1e-09  67082.54+67082.04j  20.000+0.000j
frequency exponent at threshold = -0.5000
phase at threshold, lowest frequency = 45.000 degrees
```
